\section*{A Straight Mott-Schottky Plot from Injected Charge in an Undoped Diode}

\section{The measurement and its usual reading}

A hole-transporting organic film, about 100 nm thick, lies between an anode that injects holes easily and a cathode that does not. Its capacitance per area $C$ is measured with a slow, small probe while the forward bias $V$ is swept. Over part of the sweep, $1/C^2$ falls along a straight line. Does the slope give the density of dopants?

The reading comes from a depletion layer. If ionised acceptors of density $N$ are stripped of holes over a depth $w$, the voltage across that depth is $qNw^2/2\varepsilon$, and $C=\varepsilon/w$. With $V_0$ the bias at which $w$ vanishes,
\begin{equation}
\frac{1}{C^2}=\frac{w^2}{\varepsilon^2}=\frac{2(V_0-V)}{q\varepsilon N},
\qquad
N_{\rm app}\equiv\frac{2}{q\varepsilon\,|dC^{-2}/dV|}.
\label{eq:ms}
\end{equation}
The second expression can be evaluated for any capacitance curve. It is a dopant density only if a depletion layer produced the curve.

\section{A counter-example without dopants}

Take a film with thickness $L=100$ nm, relative permittivity 3, temperature 300 K, $10^{21}$ sites per cm$^3$, a hole barrier of 0.20 eV at the anode and a built-in voltage $V_{\rm bi}=1.00$ V. It contains no dopants. The cathode blocks holes, and electrons are neglected.

Let $u(x)$ be the electrostatic energy of a hole in units of $kT$, with $u(0)=0$ at the anode. In the steady state the hole current is uniform, and it vanishes at the cathode, so it vanishes everywhere. Drift then balances diffusion, $p'+pu'=0$. With Poisson's equation this gives
\begin{equation}
p=p_0e^{-u},\qquad u''=-\frac{e^{-u}}{\lambda^2},\qquad
\lambda^2=\frac{\varepsilon kT}{q^2p_0}.
\label{eq:pb}
\end{equation}
Forward bias lowers the hole energy at the cathode, so $u(L)=U=q(V_{\rm bi}-V)/kT$. By Gauss's law the cathode carries the charge $\varepsilon(kT/q)u'(L)$ per area. Dividing its change by the change of potential, $(kT/q)\,dU$, gives
\begin{equation}
C=\varepsilon\,\frac{du'(L)}{dU}.
\label{eq:c}
\end{equation}

For this film $kT/q=25.85$ mV, and the natural density unit is $n_L=\varepsilon kT/(q^2L^2)=4.286\times10^{14}$ cm$^{-3}$. The contact density is $p_0=10^{21}e^{-0.20/0.02585}=4.37\times10^{17}$ cm$^{-3}$, so $\lambda=L\sqrt{n_L/p_0}=3.13$ nm. The geometric capacitance is $C_g=\varepsilon/L=26.56$ nF/cm$^2$. Numerical solution of (\ref{eq:pb}) and (\ref{eq:c}) gives
\begin{center}
\begin{tabular}{ccc}
$V$ (V) & $C$ (nF/cm$^2$) & $(C_g/C)^2$\\
0.00 & 27.06 & 0.963\\
0.60 & 29.57 & 0.807\\
0.75 & 34.64 & 0.588\\
0.80 & 40.76 & 0.425\\
0.85 & 56.96 & 0.218\\
0.90 & 103.7 & 0.066
\end{tabular}
\end{center}

Since $C^{-2}=(L/\varepsilon)^2(C_g/C)^2$, definition (\ref{eq:ms}) becomes $N_{\rm app}=2n_L/[(kT/q)\,|d(C_g/C)^2/dV|]$. Between 0.80 and 0.85 V the slope is $(0.4247-0.2175)/0.05=4.14$ V$^{-1}$, hence
\begin{equation}
N_{\rm app}\simeq\frac{2\times4.286\times10^{14}}{0.02585\times4.14}
=8.0\times10^{15}\ \mathrm{cm^{-3}} .
\end{equation}
At the steepest point, 0.828 V, the value is $7.80\times10^{15}$ cm$^{-3}$. A least-squares line through 11 equally spaced points over 0.10 V, centred there, has $R^2=0.9991$ and gives $8.4\times10^{15}$ cm$^{-3}$. With 21 points over 0.20 V, $R^2=0.990$ and the density is $9.7\times10^{15}$ cm$^{-3}$. The lines reach zero at 0.91 and 0.92 V, although the built-in voltage is 1.00 V. The plot thus supplies a plausible doping density and a plausible built-in voltage, and neither is the quantity it is taken for.

\section{The general statement}

\emph{In an undoped film with a hole-injecting anode, a hole-blocking cathode, negligible electrons, Boltzmann statistics and a slow probe, $1/C^2$ against $V$ has an inflection. For $\lambda\ll L$, the slope there is read as}
\begin{equation}
N_{\rm app}=\frac{2}{h_{\max}}\,\frac{\varepsilon kT}{q^2L_{\rm eff}^2},
\qquad L_{\rm eff}=L+\sqrt2\,\lambda,
\label{eq:main}
\end{equation}
\emph{where $h_{\max}\simeq0.101$ is a pure number.} A straight segment is therefore not sufficient evidence of doping. It is not evidence against doping either.

\section{Proof}

\subsection{Potential and capacitance}

Multiply $u''=-e^{-u}/\lambda^2$ by $u'$. The left side is $(u'^2/2)'$ and the right side is $(e^{-u}/\lambda^2)'$, so
\begin{equation}
u'^2=\frac{2e^{-u}}{\lambda^2}+k^2 ,
\end{equation}
where the constant $k^2$ may have either sign. Put $W=e^{u/2}$, for which $W'=Wu'/2$. Then
\begin{equation}
W'^2=\frac{W^2u'^2}{4}=\frac1{2\lambda^2}+\frac{k^2W^2}{4},
\qquad
W=\frac{\sqrt2}{\lambda k}\sinh\frac{k(x+x_0)}2 .
\end{equation}
Substitution confirms the solution, because $\cosh^2=1+\sinh^2$. The condition $W(0)=1$ requires $\sinh(kx_0/2)=\lambda k/\sqrt2$. For $\lambda|k|\ll1$ this gives $x_0=\sqrt2\,\lambda$, with a relative correction $-\lambda^2k^2/12$ that is dropped. The hole density is
\begin{equation}
p=\frac{p_0}{W^2}=\frac{\varepsilon kT}{q^2}\,
\frac{k^2}{2\sinh^2[k(x+x_0)/2]} .
\label{eq:p}
\end{equation}

Let $y=kL_{\rm eff}/2$. From $U=2\ln W(L)$ and $u'(L)=2W'(L)/W(L)$,
\begin{align}
U&=\ln\frac{L_{\rm eff}^2}{2\lambda^2}+S,\qquad S=2\ln\frac{\sinh y}{y},\\
L_{\rm eff}u'(L)&=2y\coth y .
\end{align}
Differentiate both with respect to $y$:
\begin{align}
\frac{dS}{dy}&=2B, & B&=\coth y-\frac1y,\\
\frac{d(2y\coth y)}{dy}&=2A, & A&=\coth y-\frac{y}{\sinh^2y}.
\end{align}
Equation (\ref{eq:c}) then gives $C=(\varepsilon/L_{\rm eff})A/B$. At six values of $y^2$ from $-5$ to 25, this agrees with the numerical capacitance of the example within 0.11\%.

\subsection{The slope}

Define $r=\varepsilon/(L_{\rm eff}C)=B/A$ and $h=d(r^2)/dS$. Since $dS=2B\,dy$,
\begin{equation}
h=\frac{2rr'}{2B}=\frac{r'}{A}=\frac{B'A-BA'}{A^3}.
\end{equation}
The derivatives are $B'=1/y^2-\operatorname{csch}^2y$ and
\begin{equation}
A'=-2\operatorname{csch}^2y+2y\operatorname{csch}^2y\coth y
=2y\operatorname{csch}^2y\,B ,
\end{equation}
so that
\begin{equation}
h=\frac{(y^{-2}-\operatorname{csch}^2y)A-2y\operatorname{csch}^2y\,B^2}{A^3}.
\end{equation}
This contains no material parameter. Three limits fix its shape.

\emph{Small $y$.} The series $\coth y=1/y+y/3-y^3/45+\dots$ and $\operatorname{csch}^2y=1/y^2-1/3+y^2/15-\dots$ give $B=y/3-y^3/45$ and $A=2y/3-4y^3/45$. Therefore
\begin{equation}
r=\frac12\,\frac{1-y^2/15}{1-2y^2/15}\simeq\frac12\Big(1+\frac{y^2}{15}\Big),
\qquad r^2\simeq\frac14+\frac{y^2}{30}.
\end{equation}
Also $S\simeq2\ln(1+y^2/6)\simeq y^2/3$, so $r^2\simeq1/4+S/10$ and $h=1/10$. Here the capacitance is twice $\varepsilon/L_{\rm eff}$, because the responding holes are spread through the film: for small $k$, (\ref{eq:p}) becomes $p\simeq(\varepsilon kT/q^2)[2/(x+x_0)^2-k^2/6]$, so a change of $k^2$ alters $p$ uniformly, and the mean distance of the response from the cathode is $L_{\rm eff}/2$, about half the thickness.

\emph{Towards reverse bias}, $1\ll y\ll L/\lambda$. Now $A\to1$, $r\to1-1/y$ and $h\to1/y^2$. The capacitance approaches the geometric value and the slope dies away.

\emph{Towards forward bias.} Here $k^2<0$ and $y=i\theta$, which gives
\begin{equation}
r=\frac{1/\theta-\cot\theta}{\theta/\sin^2\theta-\cot\theta}.
\end{equation}
With $\theta=\pi-\delta$ and $\delta\to0$, $r\to\delta/\pi$ and $S\to2\ln(\delta/\pi)$. Thus $r^2\to e^S$ and $h\to e^S\to0$.

The continuous function $h$ equals 1/10 at $y=0$ and vanishes at both ends, so it has a maximum. Numerically $h_{\max}=0.1009$, at $y^2=1.00$ and $S=0.32$. There $d^2(r^2)/dS^2=0$, so the departure from the tangent begins at third order; this is why the plot looks straight.

Finally, $C^{-2}=(L_{\rm eff}/\varepsilon)^2r^2$ and $|dU/dV|=q/kT$, hence
\begin{equation}
\Big|\frac{dC^{-2}}{dV}\Big|=\frac{qL_{\rm eff}^2}{\varepsilon^2kT}\,h .
\end{equation}
Inserting $h=h_{\max}$ in (\ref{eq:ms}) gives (\ref{eq:main}). For the example,
\begin{equation}
N_{\rm app}=\frac{19.82\times4.286\times10^{14}}{(1.0443)^2}
=7.79\times10^{15}\ \mathrm{cm^{-3}} .
\end{equation}

\section{What the number means}

At the steepest bias the true hole density is $2.6\times10^{15}$ cm$^{-3}$ in mid-film and $5.7\times10^{14}$ cm$^{-3}$ at the cathode. The apparent density is 3 and 14 times larger. It reflects how the mean distance $\varepsilon/C$ from the cathode to the responding charge changes with bias: at a given distance, the slower the change, the larger the reading.

Towards reverse bias the reading even resembles a doping profile. For $1\ll y\ll L/\lambda$ the nominal depth from the cathode is $w=\varepsilon/C=L_{\rm eff}(1-1/y)$, so $h=1/y^2$ gives
\begin{equation}
N_{\rm app}(w)=\frac{2\varepsilon kT}{q^2(L_{\rm eff}-w)^2},
\end{equation}
which rises steeply towards the anode. At that depth $x+x_0=L_{\rm eff}-w=2/k$, and (\ref{eq:p}) shows that in this limit the reading is $\sinh^2 1\simeq1.4$ times the local density of injected holes. Farther into reverse bias $\lambda k$ is no longer small and this formula fails. The reading then exceeds the local density by a growing factor, which in the example is already about 2.6 at zero bias.

A useful scale is the voltage that would deplete the whole film if the reading were a real dopant density:
\begin{equation}
\frac{qN_{\rm app}L^2}{2\varepsilon}
=\frac{kT}{q}\,\frac{1}{h_{\max}}\Big(\frac{L}{L_{\rm eff}}\Big)^2 .
\end{equation}
This is about $9\,kT/q$, or 0.23 V, in the example. A reading this small is what injection alone produces under the stated conditions. For $10^{17}$ cm$^{-3}$ in the same film the voltage is 3.0 V.

Thickness separates injection from strong doping. With the contact density and temperature held fixed, undoped films of 50, 100 and 200 nm read $2.9\times10^{16}$, $7.8\times10^{15}$ and $2.0\times10^{15}$ cm$^{-3}$, in agreement with (\ref{eq:main}) within 1\%. Films of 100 and 200 nm with $10^{17}$ acceptors per cm$^3$ both read $1.00\times10^{17}$ cm$^{-3}$ when fitted over $8\le U\le20$. The comparison assumes that the dopant density does not itself change with thickness. At intermediate doping the reading also falls with thickness, but more slowly than in undoped films, and it levels off at the dopant density once the film is thick enough. A falling reading alone therefore does not exclude doping. Weak doping stays hidden: $10^{15}$ cm$^{-3}$ in the 100 nm film reads $8.3\times10^{15}$, against $7.8\times10^{15}$ with none.

\section{Where the conditions fail}

\emph{Tail states.} Suppose $p=p_0e^{-u/m}$ with $m>1$, as for holes in an exponential tail, and let the trapped charge follow the probe. Setting $u=m\tilde u$ gives $\tilde u''=-e^{-\tilde u}/(m\lambda^2)$, which is the old problem with $\lambda\to\sqrt m\,\lambda$. Since $u'(L)$ and $U$ both acquire the factor $m$, $C$ keeps its form, but the curve is stretched $m$ times in voltage. The segment is $m$ times wider, and $N_{\rm app}$ is $m$ times larger apart from the change in $L_{\rm eff}$. For $m=2$ the range in which the slope exceeds 80\% of its maximum grows from 88 to 175 mV, and the reading becomes $1.5\times10^{16}$ cm$^{-3}$.

\emph{A collecting cathode.} The parameters above are rough typical values for an organic diode, but the blocking cathode is a special choice. Blocking requires an extraction velocity well below the diffusion velocity $D/L$, which is 0.26 cm/s for a mobility of $10^{-4}$ cm$^2$/Vs. That calls for a hole-blocking layer, whose own capacitance is left out here; a bare metal is closer to the collecting limit. With an extraction velocity of $10^4$ cm/s, a small-signal drift-diffusion calculation at 1 kHz gives $2.1\times10^{16}$ cm$^{-3}$, 2.7 times the blocking value. The capacitance now peaks at $1.35\,C_g$ instead of continuing to rise, and the steepest point moves to 0.74 V. The conductance there is 0.9 of $\omega C$ at this frequency. It comes from the steady current, so while the probe stays slow its ratio to $\omega C$ falls roughly as the inverse of the frequency. A small loss signal therefore does not rule out a false doping line. The thickness law was not examined for this case.

\emph{Smaller effects.} With the blocking cathode, raising the frequency from 100 Hz to 10 kHz lowers $C$ at the steepest bias by 1.4\% and raises $N_{\rm app}$ by about 4\%. The probe is slow only up to roughly $D/(2\pi L^2)$, about 4 kHz at this mobility and proportionally less at a lower one; at 100 kHz the reading is four times larger. Gaussian disorder of 75 meV with Fermi filling, at fixed $p_0$, changes $N_{\rm app}$ by about 1\%; stronger disorder matters more, raising it by about 7\% at 100 meV and 20\% at 125 meV. A 0.30 eV barrier lowers it to $5.6\times10^{15}$ cm$^{-3}$, since $\lambda$ grows to 22 nm and $L_{\rm eff}$ with it; $\lambda$ is then no longer very small compared with $L$, and (\ref{eq:main}), which gives $5.0\times10^{15}$ cm$^{-3}$, is about 11\% too low. For a 2.0 eV gap the electron density at the cathode is $4\times10^7$ cm$^{-3}$, negligible beside the holes. The field is largest at the anode, where $u'(0)\simeq\sqrt2/\lambda$ gives $\sqrt2\,kT/(q\lambda)=0.12$ MV/cm at the steepest bias; this is still well below breakdown, which is roughly 1 MV/cm. A diode whose cathode injects electrons well, as in a solar cell, needs a two-carrier calculation, and its reading is not given by (\ref{eq:main}).

\section*{Table of computed values}
\begin{verbatim}
temperature 300 K, kT/q = 25.852 mV
thickness 100 nm, relative permittivity 3.0
site density 1.0e+21 cm^-3, hole barrier 0.20 eV
built-in voltage 1.00 V, gap 2.0 eV
mobility 1.0e-04 cm^2/Vs
contact hole density p0 = 4.367e+17 cm^-3
lambda = 3.133 nm, L_eff = 104.43 nm
eps kT/(q^2 L^2) = 4.2860e+14 cm^-3
h_max = 0.10091, 2/h_max = 19.819
at steepest point y^2 = 1.003, S = 0.324
U0 = 6.320, largest capacitance formula error 1.1e-03
apparent density, Poisson 7.796e+15 cm^-3
apparent density, formula 7.789e+15 cm^-3
steepest bias 0.828 V, C/Cg there 1.802
width with slope above 80% of maximum 88 mV
geometric capacitance 26.56 nF/cm^2
V = 0.00 V: C = 27.06 nF/cm^2, (Cg/C)^2 = 0.9633
V = 0.40 V: C = 27.97 nF/cm^2, (Cg/C)^2 = 0.9021
V = 0.60 V: C = 29.57 nF/cm^2, (Cg/C)^2 = 0.8072
V = 0.70 V: C = 31.91 nF/cm^2, (Cg/C)^2 = 0.6931
V = 0.75 V: C = 34.64 nF/cm^2, (Cg/C)^2 = 0.5881
V = 0.80 V: C = 40.76 nF/cm^2, (Cg/C)^2 = 0.4247
V = 0.85 V: C = 56.96 nF/cm^2, (Cg/C)^2 = 0.2175
V = 0.90 V: C = 103.74 nF/cm^2, (Cg/C)^2 = 0.0656
fit over 0.10 V: N = 8.363e+15 cm^-3, R^2 = 0.99907
  apparent built-in voltage 0.906 V
fit over 0.20 V: N = 9.749e+15 cm^-3, R^2 = 0.99020
  apparent built-in voltage 0.921 V
true hole density mid-film 2.644e+15 cm^-3
true hole density at cathode 5.687e+14 cm^-3
field at cathode 0.0065 MV/cm
undoped 50 nm: N = 2.885e+16, law 2.867e+16 cm^-3
undoped 100 nm: N = 7.796e+15, law 7.789e+15 cm^-3
undoped 200 nm: N = 2.033e+15, law 2.033e+15 cm^-3
doped 1e+17, 100 nm: N = 1.001e+17 cm^-3
doped 1e+17, 200 nm: N = 1.001e+17 cm^-3
doped 1e+15, 100 nm: N = 8.265e+15 cm^-3
tail states m = 2: N = 1.508e+16 cm^-3
  80% width with tail states 175 mV
Gaussian disorder 75 meV: N = 7.891e+15 cm^-3
hole barrier 0.30 eV: N = 5.592e+15 cm^-3
electron density at cathode 3.6e+07 cm^-3
blocking cathode, 100 Hz: C/Cg = 1.8023 at steepest bias
blocking cathode, 1000 Hz: C/Cg = 1.8021 at steepest bias
blocking cathode, 10000 Hz: C/Cg = 1.7774 at steepest bias
D/L = 0.259 cm/s, collecting velocity 1e+04 cm/s
collecting cathode, 1 kHz: N = 2.123e+16 cm^-3
  peak C/Cg 1.346 at 0.825 V
  steepest bias 0.739 V, G/(omega C) = 0.90
  80% width 101 mV
\end{verbatim}
